\section*{Excitation Levels and Computational Cost from MP2 to MP6}

\section{The decision and a quick estimate}

Suppose that an MP4 calculation on a molecule is affordable. Should further computer time go into MP5 for the same molecule, or into MP4 for a system twice as large? The answer depends on how the work grows with the order of perturbation theory and with the number of orbitals $N$. If MP4 costs $N^7$, doubling the system multiplies the work by $2^7=128$. If MP5 costs $N^8$, going up one order multiplies it by a factor proportional to $N$.

A first estimate needs two facts. The perturbation is a two-body operator, so one application changes the excitation level by at most two. An energy of order $n$ contains $n$ applications and must start and end at the reference. It can climb for half of them and must then descend, so the highest level is
\begin{equation}
L(n)=2\lfloor n/2\rfloor .
\label{eq:level}
\end{equation}
This gives doubles for MP2 and MP3, quadruples for MP4 and MP5, and sextuples for MP6.

The cost is not set by $L(n)$ directly. A sextuple amplitude has twelve indices, yet MP6 costs $N^9$, because the highest excitations are products of smaller ones. What matters is the largest \emph{connected} excitation. At order $m\le3$ of the wavefunction, which is all that is needed here, this is $(m+1)$-fold, and that order suffices for the energies of order $2m$ and $2m+1$. Building a connected $(m+1)$-fold amplitude from an $m$-fold one involves its $2m+2$ indices and one summed index, hence $N^{2m+3}$: $N^7$ for MP4 and $N^9$ for MP6. Letting the perturbation act between two such amplitudes involves two summed indices, hence $N^{2m+4}$: $N^6$ for MP3 and $N^8$ for MP5. MP2 costs $N^5$ for a separate reason, the integral transformation. The derivation below justifies each ingredient.

\section{The highest level}

Take a closed-shell canonical Hartree--Fock reference $|0\rangle$, real orbitals, and the Fock operator as $H_0$, with $H_0|0\rangle=E_0|0\rangle$. Define $V'=H-H_0-E^{(1)}$, where $E^{(1)}=\langle 0|H-H_0|0\rangle$. Then $V'$ is the normal-ordered two-electron operator, with no one-body part. Each of its terms has four operators that create or remove particles and holes. The number of particles plus holes, which is twice the excitation level, therefore changes by at most four.

Let $\Psi(\lambda)=\sum_n\lambda^n\Psi^{(n)}$, with $\Psi^{(0)}=|0\rangle$ and $\langle0|\Psi(\lambda)\rangle=1$. After the constant $\lambda E^{(1)}$ is removed from both sides, the Schr\"odinger equation reads
\begin{equation}
(H_0-E_0+\lambda V')\Psi(\lambda)=e(\lambda)\Psi(\lambda),\qquad
e(\lambda)=\sum_{k\ge2}\lambda^kE^{(k)} .
\label{eq:se}
\end{equation}
Collecting $\lambda^n$ gives
\begin{equation}
(E_0-H_0)\Psi^{(n)}=V'\Psi^{(n-1)}-\sum_{k=2}^{n}E^{(k)}\Psi^{(n-k)} .
\label{eq:rec}
\end{equation}
Projection on $\langle0|$ removes the left side and all terms of the sum except $k=n$, so $E^{(n)}=\langle0|V'|\Psi^{(n-1)}\rangle$.

Inserting Eq.~(\ref{eq:rec}) repeatedly turns $E^{(n)}$ into a chain of $n$ factors $V'$ separated by energy denominators, plus products of shorter chains. After $j$ factors the level is at most $2j$. Since $n-j$ factors must bring it back to zero, it is also at most $2(n-j)$. The largest value of $\min[2j,2(n-j)]$ is Eq.~(\ref{eq:level}). Shorter chains reach no higher.

An upper limit might not be reached. For even $n=2m$, a determinant $X$ of level $2m$ can occur only in the middle of the full chain, after $m$ steps that each raise the level by two. The right half of the chain, with its denominator, is the amplitude $c_X^{(m)}$ of $X$ in $\Psi^{(m)}$. The left half is the same matrix element without the denominator, $(E_0-E_X)c_X^{(m)}$. The contribution of the top level is therefore
\begin{equation}
\Delta E^{(2m)}=\sum_{X:\,\text{level }2m}(E_0-E_X)\,\bigl|c_X^{(m)}\bigr|^2 .
\label{eq:top}
\end{equation}
With $E_X>E_0$ every term is negative or zero, so the top level cannot cancel within itself. It does enter if at least one amplitude is nonzero. This requires at least $2m$ electrons and $2m$ virtual spin orbitals: a two-electron system has no level above doubles at any order. For odd $n$ there is no such sign argument, and the entry of the top level is shown numerically below.

\section{Which amplitudes are connected}

Write $\Psi=e^{T}|0\rangle$, where $T=T_1+T_2+\dots$ contains excitation operators, which commute with one another. Multiply Eq.~(\ref{eq:se}) by $e^{-T}$. Because $[H_0,T]$ is again an excitation operator and commutes with $T$, $e^{-T}H_0e^{T}=H_0+[H_0,T]$. Projection on an excited determinant $X$, with $\langle X|[H_0,T]|0\rangle=(E_X-E_0)t_X$, gives
\begin{equation}
(E_0-E_X)\,t_X=\lambda\,\langle X|e^{-T}V'e^{T}|0\rangle .
\label{eq:cc}
\end{equation}
The right side is a series of nested commutators of $V'$ with $T$, so every $T$ in it shares at least one index with $V'$.

The orders follow by counting the four legs of $V'$. A leg joined to a $T$ removes a particle or hole; a free leg creates one. With $d$ joined legs, $V'$ changes the level by $(4-d)/2-d/2=2-d$.
\begin{itemize}
\item Order one: $d=0$, which gives $T_2^{(1)}$ alone.
\item Order two: $V'$ joins one $T_2^{(1)}$ with $d\ge1$. The level is at most $2+1=3$, giving $T_1^{(2)},T_2^{(2)},T_3^{(2)}$.
\item Order three: $V'$ joins $T_3^{(2)}$ with $d\ge1$, level at most $4$, or two $T_2^{(1)}$ with $d\ge2$, level again at most $4$. Connected quadruples $T_4^{(3)}$ appear; connected quintuples and sextuples do not.
\end{itemize}
Expanding $e^T$ now shows what the high levels consist of:
\begin{align}
\Psi^{(2)}&=\Bigl[T^{(2)}+\tfrac12\bigl(T_2^{(1)}\bigr)^2\Bigr]|0\rangle,\\
\Psi^{(3)}&=\Bigl[T^{(3)}+T_2^{(1)}T^{(2)}+\tfrac16\bigl(T_2^{(1)}\bigr)^3\Bigr]|0\rangle .
\end{align}
The quadruples of $\Psi^{(2)}$, the quintuples $T_2^{(1)}T_3^{(2)}$ and the sextuples of $\Psi^{(3)}$ are pure products. For the quadruples, the common denominator disappears because two independent double excitations can occur in either order; for the sextuples, the sum over the six orders of three doubles does the same. With denominators $D_1$ and $D_2$ for the two pairs,
\begin{equation}
\frac{1}{D_1+D_2}\left(\frac1{D_1}+\frac1{D_2}\right)=\frac1{D_1D_2}.
\end{equation}

\section{Energies from low-order wavefunctions}

The formula $E^{(n)}=\langle0|V'|\Psi^{(n-1)}\rangle$ would call for $\Psi^{(5)}$ in MP6. A more economical one follows from Eq.~(\ref{eq:se}) taken at two values of the parameter. Let
\begin{equation}
W(\mu,\lambda)=\langle\Psi(\mu)|V'|\Psi(\lambda)\rangle,\qquad
S(\mu,\lambda)=\langle\Psi(\mu)|\Psi(\lambda)\rangle .
\end{equation}
Multiply Eq.~(\ref{eq:se}) from the left by $\langle\Psi(\mu)|$, do the same with $\lambda$ and $\mu$ exchanged, and subtract. The $H_0-E_0$ terms cancel, leaving $(\lambda-\mu)W=[e(\lambda)-e(\mu)]S$, or
\begin{equation}
\frac{W(\mu,\lambda)}{S(\mu,\lambda)}
=\sum_{k\ge2}E^{(k)}\frac{\lambda^k-\mu^k}{\lambda-\mu}
=\sum_{k\ge2}E^{(k)}\sum_{p+q=k-1}\mu^p\lambda^q .
\label{eq:ratio}
\end{equation}
Thus $E^{(p+q+1)}$ is the coefficient of $\mu^p\lambda^q$ in $W/S$. Choosing $(p,q)=(1,2)$, $(2,2)$ and $(2,3)$ gives MP4, MP5 and MP6 from wavefunctions of order three at most.

Division by $S$ also removes disconnected terms. In $W=\langle0|e^{T^\dagger(\mu)}V'e^{T(\lambda)}|0\rangle$, each full contraction splits into a part connected to $V'$ and a part without $V'$. If $a$ of $r$ operators $T$ belong to the connected part, the weight is $\frac1{r!}\binom ra=\frac1{a!\,(r-a)!}$, and likewise for $T^\dagger$. The sum therefore factorizes into the connected part times $S$, so $W/S$ is the sum of connected contractions.

\section{Counting the work}

Let $o$ and $v$ be the numbers of occupied and virtual spin orbitals, both proportional to $N$. Tensors are dense, amplitudes are formed with their explicit denominators, and tensors are contracted in pairs. Two tensors with $a$ and $b$ indices, $s$ of them shared, then cost $N^{a+b-s}$. Methods that exploit locality, factorize the integrals or remove denominators by a Laplace transform lie outside this count, which is not a lower bound on every possible algorithm.

\textbf{MP2.} The energy sum has four indices, $N^4$. Transforming the integrals to molecular orbitals one index at a time involves four old indices and one new one in the first step, and five indices in each later step: $N^5$.

\textbf{MP3.} In $\langle T_2^{(1)}|V'|T_2^{(1)}\rangle$, a typical leading term is
\begin{equation}
\tfrac18\sum_{ijabef}t_{ij}^{ab}\,\langle ab\|ef\rangle\,t_{ij}^{ef},
\end{equation}
where $i,j,k,m$ are occupied and $a,b,c,e,f$ virtual. The factor is $\frac14$ for the pairs $ij$ and $ab$ times $\frac12$ for the pair $ef$. The six indices give $o^2v^4$, or $N^6$.

\textbf{MP4.} The triples come from Eq.~(\ref{eq:cc}):
\begin{equation}
D_{ijk}^{abc}t_{ijk}^{abc}=P\Bigl[\sum_e t_{jk}^{ae}\langle ei\|bc\rangle
-\sum_m t_{im}^{bc}\langle ma\|jk\rangle\Bigr].
\end{equation}
Here $D_{ijk}^{abc}=E_0-E_X$, and $P=(1-P_{ij}-P_{ik})(1-P_{ab}-P_{ac})$ supplies the signed exchanges. The first sum costs $o^3v^4$, so the triples set the $N^7$ of MP4.

The quadruples are cheaper. In $\langle T_2|V'|\frac12T_2^2\rangle$ all four legs of $V'$ join the two ket amplitudes. Connectedness excludes a $4+0$ division, so one amplitude shares $s=2$ or $3$ legs. Contracting it with $V'$ costs $N^{8-s}$ and leaves $8-2s$ indices. The second amplitude shares $4-s$ of these, at a cost of $N^{(8-2s)+4-(4-s)}=N^{8-s}$. Both steps are at most $N^6$. Storing the quadruples as an eight-index tensor would cost $N^8$ instead.

\textbf{MP5.} Between $T_3^{(2)}$ and $T_3^{(2)}$, $V'$ shares two indices with each side. Its contraction with one of them costs $N^{6+4-2}=N^8$, with leading count $o^3v^5$. Terms between triples and product quadruples cost $N^7$, and those between two product quadruples $N^6$.

\textbf{MP6.} Forming $T_4^{(3)}$ from $V'$ and $T_3^{(2)}$ through one shared index costs $N^{6+4-1}=N^9$, with leading count $o^4v^5$. The costliest energy terms that contain $T_4^{(3)}$ also scale as $N^9$. Those with quintuples cost $N^8$, and those with sextuples $N^6$.

The exponents for the remaining terms of MP5 and MP6 come from a finite enumeration: the program lists every connected pattern of shared indices and searches all pairwise contraction orders. No term exceeds the stated totals.

\section{Comparison for BH}

BH at a bond length of 1.2~\AA\ in the 6-31G basis has six electrons, the smallest number that permits sextuples. All are correlated, with $o=6$ and $v=16$. The small basis makes the energies an illustration of the structure and not a prediction for the real molecule. In the table, $\delta$ is the rise of $E^{(n)}$ when the level $L(n)$ is removed from the space, in millihartree.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $L(n)$ & $E^{(n)}$ & $\delta$ & cost\\
\hline
2 & 2 & $-38.60$ & $38.60$ & $N^5$\\
3 & 2 & $-13.13$ & $13.13$ & $N^6$\\
4 & 4 & $-5.65$ & $0.3795$ & $N^7$\\
5 & 4 & $-2.75$ & $0.4095$ & $N^8$\\
6 & 6 & $-1.41$ & $4.8\times10^{-5}$ & $N^9$
\end{tabular}
\end{center}

For $n=2$ to $5$, levels above $L(n)$ leave $E^{(n)}$ unchanged to within $10^{-12}$ hartree (for $n=6$ six electrons have no higher level, so the upper limit there rests on the derivation alone), and for even $n$ the rise agrees with Eq.~(\ref{eq:top}); both are tested in the numerical check. The sextuples do enter MP6, but here they amount to only $4.8\times10^{-5}/1.41\approx3\times10^{-5}$ of $E^{(6)}$. This share is special to BH, where every sextuple must also empty the boron $1s$ core. For a linear H$_6$ chain with spacing 1.0~\AA\ in the same basis, six valence electrons, the share is $3\times10^{-3}$, about a hundred times larger. Moreover, $\delta$ is a determinant sum with disconnected parts and is not size-extensive: for three non-interacting H$_2$ molecules $E^{(6)}$ is three times that of one H$_2$, which has no sextuples, yet $\delta$ is nonzero. Knowing the highest level is therefore not enough to tell how large its contribution is.

The MP4 quadruples show the difference between a determinant sum and a connected term. The coefficient of $\mu\lambda^2$ in Eq.~(\ref{eq:ratio}) is
\begin{equation}
E^{(4)}=\langle\Psi^{(1)}|V'|\Psi^{(2)}\rangle-E^{(2)}\langle\Psi^{(1)}|\Psi^{(1)}\rangle .
\end{equation}
Quadruple determinants contribute $-0.3795$ millihartree to the first term, while the connected quadruple term is $+0.5193$. The difference, $0.899$, is the second term. The printed norm $0.15$ of $\Psi^{(1)}$ gives $38.6\times0.15^2\approx0.87$, in agreement within the rounding of the norm. With singles, doubles and triples, the fourth-order energy is
\begin{equation}
-0.161-5.714-0.290+0.519=-5.646\ \text{millihartree},
\end{equation}
which matches $-5.645$ up to rounding.

For the opening decision, the leading counts are
\begin{align}
\text{MP4:}\quad o^3v^4&=6^3\times16^4=1.42\times10^7,\\
\text{MP5:}\quad o^3v^5&=6^3\times16^5=2.26\times10^8 .
\end{align}
Going from MP4 to MP5 multiplies this count by $v=16$, whereas doubling the system at MP4 multiplies it by 128. For a molecule this small, the next order is the cheaper step. By these bare counts the balance reverses once $v$ exceeds 128, but prefactors and further terms of equal scaling shift this considerably. Summing antisymmetric index pairs and triples once gives about $\frac14(o^3v^4+o^4v^3)$ for the MP4 triples and $\frac1{24}o^3v^5+\frac14o^4v^4+\frac1{24}o^5v^3$ for the MP5 triples--triples term, in which $o^3v^5$ dominates only for $v>6o$. With exact binomial counts the ratio for BH is then about 6, and the crossover moves to $v\approx320$ spin orbitals at $v/o=2.7$ and $v\approx550$ at $v/o=10$. Spin symmetry and cheaper terms are still left out, so the crossover is an order-of-magnitude estimate. If the number $v$ of virtual orbitals alone is doubled at fixed $o$, the two displayed counts grow by $2^4=16$ and $2^5=32$.

\section*{Numbers as computed}
\begin{verbatim}
BH bond length: 1.2 angstrom, basis 6-31G
Electrons 6, spatial orbitals 11, determinants 27225
Spin orbitals: occupied o = 6, virtual v = 16
Hartree-Fock energy: -25.108583 hartree
E(2) = -0.03859666 hartree; highest level 2; its removal changes E(2) by 3.860e-02 hartree
E(3) = -0.01312523 hartree; highest level 2; its removal changes E(3) by 1.313e-02 hartree
E(4) = -0.00564544 hartree; highest level 4; its removal changes E(4) by 3.795e-04 hartree
E(5) = -0.00274547 hartree; highest level 4; its removal changes E(5) by 4.095e-04 hartree
E(6) = -0.00141085 hartree; highest level 6; its removal changes E(6) by 4.791e-08 hartree
Norms of connected T1..T6 at order 1: 9.8e-10 1.5e-01 0.0e+00 0.0e+00 0.0e+00 0.0e+00
Norms of connected T1..T6 at order 2: 1.4e-02 6.8e-02 1.0e-02 1.8e-17 0.0e+00 0.0e+00
Norms of connected T1..T6 at order 3: 1.1e-02 3.8e-02 6.7e-03 9.9e-04 1.0e-18 8.1e-20
Norm of quintuples in psi(3): 1.143e-04
Norm of sextuples in psi(3): 4.866e-05
MP4 singles: -0.00016095 hartree
MP4 doubles: -0.00571370 hartree
MP4 triples: -0.00029012 hartree
MP4 connected quadruple term: 0.00051933 hartree
MP4 sum from tensors: -0.00564544 hartree
Integral transformation exponent: 5
MP2 exponents: amplitudes 4, energy 4, total 5, path optimizer 5.00
MP3 exponents: amplitudes 4, energy 6, total 6, path optimizer 6.00
MP4 exponents: amplitudes 7, energy 7, total 7, path optimizer 7.00
MP5 exponents: amplitudes 7, energy 8, total 8, path optimizer 8.00
MP6 exponents: amplitudes 9, energy 9, total 9, path optimizer 9.00
MP4 energy term, bra level 2, ket level 3: exponent 7
MP4 energy term, bra level 2, ket level 4: exponent 6
MP5 energy term, bra level 3, ket level 3: exponent 8
MP5 energy term, bra level 3, ket level 4: exponent 7
MP5 energy term, bra level 4, ket level 4: exponent 6
MP6 energy term, bra level 3, ket level 4: exponent 9
MP6 energy term, bra level 3, ket level 5: exponent 8
MP6 energy term, bra level 4, ket level 4: exponent 9
MP6 energy term, bra level 4, ket level 5: exponent 8
MP6 energy term, bra level 4, ket level 6: exponent 6
MP4 exponent with unfactorized top level: 8
MP5 exponent with unfactorized top level: 10
MP6 exponent with unfactorized top level: 12
MP3 leading count o^2 v^4 for BH: 2.359e+06 multiplications
MP4 leading count o^3 v^4 for BH: 1.416e+07 multiplications
MP5 leading count o^3 v^5 for BH: 2.265e+08 multiplications
MP6 leading count o^4 v^5 for BH: 1.359e+09 multiplications
Cost factor on doubling N, MP2 to MP6: 32 64 128 256 512
\end{verbatim}
